\section*{Why helium's Bethe logarithm is close to the hydrogenic value}

\section*{The question}

For the helium ground state the Bethe logarithm is $\ln(k_0/\mathrm{Ry})\simeq4.3702$. Helium has two electrons that repel and screen each other. Why is its value nevertheless so close to that of hydrogen 1S plus $\ln Z^2$, with the bare charge $Z=2$? And how much of this closeness follows from the excitations lying high in energy and arising near the nucleus?

\section*{What is being averaged}

Hartree atomic units are used, so energies are in hartree (Ha). The stated logarithm measures $k_0$ in rydbergs, and $1\,\mathrm{Ha}=2\,\mathrm{Ry}$ gives $\ln(k_0/\mathrm{Ry})=\ln(2k_0)$ with $k_0$ in hartree. The nucleus is a fixed point charge and the states are nonrelativistic.

The logarithm comes from the emission and reabsorption of a soft photon. Its wavelength is long compared with the atom, so both electrons feel the same field, which couples to $\mathbf P=\mathbf p_1+\mathbf p_2$. Let $\omega_n=E_n-E_0$, and let $\alpha$ be the fine-structure constant. Photons of energy $k$ up to a cutoff $\Lambda$ shift the ground state by
\begin{equation}
\Delta E=-\frac{2\alpha^3}{3\pi}\int_0^\Lambda k\,dk\sum_n\frac{|\langle n|\mathbf P|0\rangle|^2}{\omega_n+k}.
\end{equation}
Write $k/(\omega_n+k)=1-\omega_n/(\omega_n+k)$. The 1 gives a piece linear in $\Lambda$, which carries no logarithm and is dealt with in renormalization and in the matching to hard photons. The second term gives, for $\Lambda\gg\omega_n$,
\begin{equation}
\frac{2\alpha^3}{3\pi}\sum_n\omega_n|\langle n|\mathbf P|0\rangle|^2\ln\frac{\Lambda}{\omega_n}.
\end{equation}
The atom thus enters through a weighted mean of $\ln\omega_n$:
\begin{equation}
\ln\frac{k_0}{\mathrm{Ry}}=\sum_n w_n\ln(2\omega_n),\qquad
w_n=\frac{\omega_n|\langle n|\mathbf P|0\rangle|^2}{W},
\end{equation}
where $W=\sum_m\omega_m|\langle m|\mathbf P|0\rangle|^2$. Sums over $n$ include the continuum.

\section*{The mechanism}

The repulsion between the electrons is an internal force and cannot change their total momentum. Only the nucleus can. Its pull is strongest at small $r$, where an electron sees the nearly unscreened charge. A high excitation needs a large momentum transfer, and hence a short distance. The factor $\omega_n$ in the weight favours such excitations.

To make this precise, let $\mathbf D=\nabla_1+\nabla_2$, so that $\mathbf P=-i\mathbf D$, and
\begin{equation}
H=\sum_{i=1}^{2}\left(-\tfrac12\nabla_i^2-\frac{Z}{r_i}\right)+\frac1{r_{12}} .
\end{equation}
For any potential $V$, $[V,\mathbf D]=-(\mathbf DV)$. Since $1/r_{12}$ depends on $\mathbf r_1-\mathbf r_2$ alone, its two gradients cancel. For the nuclear attraction $\nabla(-Z/r)=Z\mathbf r/r^3$. Therefore
\begin{equation}
[H,\mathbf D]=-Z\mathbf F,\qquad \mathbf F=\sum_i\frac{\mathbf r_i}{r_i^3}.
\end{equation}
Between eigenstates the commutator equals $\omega_n\langle n|\mathbf D|0\rangle$, so
\begin{equation}
\omega_n\langle n|\mathbf D|0\rangle=-Z\langle n|\mathbf F|0\rangle,
\qquad
w_n=\frac{Z^2|\langle n|\mathbf F|0\rangle|^2}{W\,\omega_n}.
\label{force}
\end{equation}
Repulsion has left the operator. It still acts through the states and their energies.

\section*{Where in space the weight arises}

Keep one factor $\mathbf F$ whole and restrict the other to $r_i<R$, calling it $\mathbf F_R$. This splits the weight according to the place where the force acts:
\begin{equation}
W_R=Z^2\sum_n\frac{\langle0|\mathbf F_R|n\rangle\cdot\langle n|\mathbf F|0\rangle}{\omega_n}
=-Z\langle0|\mathbf F_R\cdot\mathbf D|0\rangle .
\end{equation}
The second form uses (\ref{force}) and then the completeness of the states. With a real ground-state function $\psi$, $\psi\mathbf D\psi=\tfrac12\mathbf D\psi^2$, and
\begin{equation}
W_R=-\frac Z2\sum_{ij}\int\frac{\mathbf r_i}{r_i^3}\,\theta(R-r_i)\cdot\nabla_j\psi^2\,d^3r_1d^3r_2 .
\end{equation}
For $j\ne i$ the integral over $\mathbf r_j$ is that of a pure gradient and vanishes. For $j=i$, integrating over the other electron and summing over $i$ produces the total density $\rho$, which is spherical:
\begin{align}
W_R&=-\frac Z2\int_0^R\frac1{r^2}\frac{d\rho}{dr}\,4\pi r^2dr
=2\pi Z[\rho(0)-\rho(R)],\\
W&=2\pi Z\rho(0),\qquad \frac{W_R}{W}=1-\frac{\rho(R)}{\rho(0)} .
\label{radial}
\end{align}
The second line follows by letting $R\to\infty$. Near the nucleus the cusp $\rho\simeq\rho(0)(1-2Zr)$ makes the share $2ZR$, so the natural scale is set by the bare charge. This share is a product of a cut and an uncut amplitude, not a probability of finding an electron.

\section*{Where in energy the weight lies}

\subsection*{A bound on the low energies}

The oscillator-strength sum for two electrons is $\tfrac23\sum_n|\langle n|\mathbf P|0\rangle|^2/\omega_n=2$. Let $I$ be the ionization energy. For $\omega_n<I$ we have $\omega_n=\omega_n^2/\omega_n<I^2/\omega_n$, hence
\begin{equation}
\sum_{\omega_n<I}w_n<\frac{I^2}{W}\sum_n\frac{|\langle n|\mathbf P|0\rangle|^2}{\omega_n}=\frac{3I^2}{W}.
\label{bound}
\end{equation}
The bound is small because $W$ is set by the dense region at the nucleus, and $I$ by the loosely held outer part of the atom.

\subsection*{The high-energy tail}

At high energy one electron leaves with momentum $\mathbf k$, approximately as a plane wave, and $\omega\simeq k^2/2$. The Fourier transform of $1/r$ is $4\pi/k^2$, and $\mathbf r/r^3=-\nabla(1/r)$, so
\begin{equation}
\int e^{-i\mathbf k\cdot\mathbf r}\frac{\mathbf r}{r^3}\,d^3r=-\frac{4\pi i\mathbf k}{k^2}.
\end{equation}
For large $k$ the singular point dominates, and $\psi$ may be evaluated with the fast electron at the nucleus. Summing over all states of the slow electron gives $\int\psi(0,\mathbf r_2)^2d^3r_2=\rho(0)/2$, and two electrons give $\rho(0)$. The unnormalized weight in $dk$ is therefore
\begin{equation}
\frac{Z^2}{\omega}\,\frac{16\pi^2}{k^2}\,\rho(0)\,\frac{4\pi k^2dk}{(2\pi)^3}
=\frac{8Z^2\rho(0)}{\omega}\,dk .
\end{equation}
Insert $dk=d\omega/\sqrt{2\omega}$ and divide by $W=2\pi Z\rho(0)$:
\begin{equation}
\frac{dw}{d\omega}\to\frac{2\sqrt2\,Z}{\pi}\,\omega^{-3/2}.
\label{tail}
\end{equation}
Screening changes $\rho(0)$, but $\rho(0)$ has cancelled. Helium and He$^+$ have the same leading tail, governed by the bare $Z$. The tail is so slow that the mean of $\omega$ diverges, while the mean of $\ln\omega$ converges.

To compare discrete and continuous spectra it is convenient to use a smoothed share above an energy $k$ (from here on $k$ is again an energy):
\begin{equation}
S(k)=\sum_n w_n\frac{\omega_n}{\omega_n+k}.
\end{equation}
Its leading form follows from (\ref{tail}) with $\omega=kt^2$:
\begin{equation}
S(k)\to\frac{2\sqrt2Z}{\pi}\int_0^\infty\frac{\omega^{-1/2}d\omega}{\omega+k}
=\frac{2\sqrt2Z}{\pi\sqrt k}\int_0^\infty\frac{2\,dt}{1+t^2}
=\frac{2\sqrt2Z}{\sqrt k}.
\end{equation}

\section*{The formula with $\ln Z^2$}

For one electron, set $\mathbf r=\mathbf x/Z$. The kinetic energy acquires $Z^2$, and so does $-Z/r=-Z^2/x$. Every $\omega_n$ is multiplied by $Z^2$, and every $|\langle n|\mathbf P|0\rangle|^2$ by the same factor $Z^2$, which cancels in $w_n$. Hence
\begin{equation}
\ln\frac{k_0(Z)}{\mathrm{Ry}}=\ln\frac{k_0(1)}{\mathrm{Ry}}+\ln Z^2
\label{scaling}
\end{equation}
for a given hydrogenic state. For helium this is not an identity, since $1/r_{12}$ acquires only one power of $Z$. The deviation can be written through $S$. The integral
\begin{equation}
\int_0^\infty\left(\frac1{1+k}-\frac1{\omega+k}\right)dk
=\left[\ln\frac{1+k}{\omega+k}\right]_0^\infty=\ln\omega
\end{equation}
and $\sum_nw_n/(\omega_n+k)=[1-S(k)]/k$ give
\begin{equation}
\ln\frac{k_0^{\mathrm{He}}}{k_0^{\mathrm{He}^+}}
=\int_0^\infty\frac{dk}{k}\left[S_{\mathrm{He}}(k)-S_{\mathrm{He}^+}(k)\right].
\label{difference}
\end{equation}
The common tail suppresses the integrand at large $k$. At small $k$ both shares tend to 1. What remains comes from intermediate energies.

\section*{What closeness to the nucleus does not fix}

Consider an electron in a mean field $-Z/r+C$ near the nucleus, where $C$ is the potential of the other electron at the origin. Write the s orbital as $u/r$ with $u=r(1+ar+br^2+\dots)$ and energy $\varepsilon$. In $u''=2(V-\varepsilon)u$ the two sides are
\begin{equation}
2a+6br+\dots=-2Z+\left[-2Za+2(C-\varepsilon)\right]r+\dots
\end{equation}
so that
\begin{equation}
a=-Z,\qquad b=\tfrac13\left(Z^2+C-\varepsilon\right).
\end{equation}
The slope is universal; the curvature is not. For hydrogenic 1S, $C=0$ and $\varepsilon=-Z^2/2$ give $b=Z^2/2$. For 2S, $\varepsilon=-Z^2/8$ gives $b=3Z^2/8$. The two states share the cusp and the normalized tail, yet they may have different logarithms.

For helium a first estimate places the other electron in an unscreened 1s orbital. Then $C=\langle1/r\rangle=Z$, and the mean repulsion is $5Z/8$, so $\varepsilon=-Z^2/2+5Z/8$ and $b=Z^2/2+Z/8$. At $Z=2$ this is $12.5\%$ above the 1S value; the self-consistent (Hartree--Fock) orbital, with $C=1.687$ and $\varepsilon=-0.918$, gives $10\%$. Such a change is not small enough to explain agreement in the fourth digit. The nuclear argument explains why the bare charge sets the scale; the finer agreement needs the orbital to remain similar to 1s near the nucleus, and also a cancellation in (\ref{difference}).

\section*{The numbers}

\subsection*{The hydrogenic reference}

With oscillator strength $f$, defined by $f_n=\tfrac23|\langle n|\mathbf P|0\rangle|^2/\omega_n$, the unnormalized weight is $\tfrac32\omega_n^2f_n$. For hydrogen 1S the standard closed forms are
\begin{align}
f_n&=\frac{256\,n^5(n-1)^{2n-4}}{3(n+1)^{2n+4}},\\
\frac{df}{d\omega}&=\frac{256}{3(2\omega)^4}\,
\frac{e^{-4(\arctan q)/q}}{1-e^{-2\pi/q}},\qquad \omega=\tfrac12(1+q^2).
\end{align}
Summation and quadrature give $2.98413$. A diagonalization for He$^+$ that does not use these forms gives $4.37035$, while (\ref{scaling}) gives
\begin{equation}
2.98413+1.38629=4.37042 .
\end{equation}
The difference of $0.00007$ reflects the finite set of orbital exponents, in both range and spacing. The range matters strongly: with four fewer p exponents the difference is $0.00101$.

\subsection*{Helium}

The helium states were computed by configuration interaction with Slater-type orbitals. Ground-state pairs have both electrons in the same $l$, up to $l=5$, and the excited singlet P states are built from the matching pairs $(l,l+1)$. The weights use the force form in (\ref{force}). The computed difference between helium and He$^+$ in the same one-electron basis is added to $4.37042$, which removes most of the common error in the tail. Relativity, nuclear motion and nuclear size are left out.

Up to $l=3$, 4 and 5 the logarithm is $4.37057$, $4.37039$ and $4.37033$. It is still falling slowly, and the last value lies about $0.0001$ above the stated $4.3702$. The computed deviation from He$^+$, $-0.0001$, is smaller than the remaining truncation error: with basis functions that depend explicitly on $r_{12}$, which avoid the partial-wave truncation, it becomes $-0.00026$, and the logarithm $4.37016$, in agreement with the stated value.

With s pairs alone the result is $4.303$. This should not be read as the physical effect of correlation. If $H|0\rangle=E_0|0\rangle+|\eta\rangle$ with a residual $\eta$, the commutator gives
\begin{equation}
\omega_n\langle n|\mathbf D|0\rangle=-Z\langle n|\mathbf F|0\rangle+\langle n|\mathbf D|\eta\rangle ,
\end{equation}
and the force form omits the last term. Pairs with $l\ge1$, coupled in by the repulsion, are missing from the s-only state and belong to $\eta$. The force form is therefore unreliable for the s-only state. How much of the error comes from the omitted term, and how much from the truncated ground and excited states themselves, was not isolated.

The momentum form of the weight behaves badly in this basis: for He$^+$ it gives $5.476$. It multiplies squared gradient amplitudes by $\omega_n$, so errors in the steepest basis states are magnified. The oscillator-strength sum divides by $\omega_n$ instead, and for helium it comes out as $1.998$, close to the exact 2 for two electrons.

\subsection*{How far into the continuum}

The logarithm corresponds to
\begin{equation}
k_0=\tfrac12e^{4.37033}\,\mathrm{Ha}=39.53\,\mathrm{Ha}=1076\,\mathrm{eV}.
\end{equation}
The computed ionization energy is $0.9034$ Ha, so $k_0/I=43.8$; the truncation at $l=5$ makes $I$ too small by $0.0003$ Ha, and the converged values are $0.9037$ Ha and $43.7$. With $W=45.5$ the bound (\ref{bound}) is $3(0.9034)^2/45.5=0.054$. The computed share below threshold is $0.009$: about $99\%$ of the weight lies in the continuum. For He$^+$ the bound states carry $0.068$, the median weighted excitation is $24.1$ Ha, and $53\%$ of the weight lies above 20 Ha. Its threshold is $Z^2/2=2$ Ha.

The smoothed shares show how alike the two systems are:
\begin{center}
\begin{tabular}{cccc}
$k$ (Ha) & He & He$^+$ & leading tail\\
0.9034 & 0.9117 & 0.9138 & 5.95\\
10 & 0.6485 & 0.6469 & 1.79\\
39.53 & 0.4563 & 0.4547 & 0.900\\
1000 & 0.1415 & 0.1413 & 0.179\\
$10^6$ & 0.00556 & 0.00556 & 0.00566
\end{tabular}
\end{center}
At $10^6$ Ha the leading law is good to about $2\%$ (the finite range of exponents affects the last digit of this row; a wider range gives $0.00557$ for He$^+$). At $k_0$ it is too large by a factor of two, and below $8Z^2=32$ Ha it exceeds 1 and cannot be a share. The energies that decide the logarithm are high compared with ionization, but not high enough for the cusp alone to determine the spectrum.

Helium has the smaller share above $0.9$ Ha and the larger share above 10 Ha. In (\ref{difference}) these differences have opposite signs. The positive and negative parts are $+0.0061$ and $-0.0062$ with pairs up to $l=5$; without the partial-wave truncation the positive part falls by $0.0002$ to $+0.0059$. Each is more than twenty times larger in size than their sum, $-0.00026$. The last digits of the agreement are thus a cancellation, and not a measure of how little the electron repulsion matters.

\subsection*{How near the nucleus}

The length associated with $k_0$ is $1/\sqrt{2k_0}=0.112$ bohr, compared with $1/Z=0.5$ bohr for the 1s shell of He$^+$. The share of the weight generated inside $R$ can be split further, by inserting $k_0/(\omega_n+k_0)$ for a low-energy part and $\omega_n/(\omega_n+k_0)$ for a high-energy part, each normalized to its own total:
\begin{center}
\begin{tabular}{cccc}
$R$ (bohr) & all & low part & high part\\
0.10 & 0.327 & 0.118 & 0.576\\
0.25 & 0.623 & 0.412 & 0.874\\
0.50 & 0.850 & 0.741 & 0.980\\
1.00 & 0.973 & 0.951 & 0.999
\end{tabular}
\end{center}
The density formula (\ref{radial}) gives $0.325$, $0.621$, $0.850$ and $0.973$ for the second column; with a converged density the first two rise by $0.002$ to $0.327$ and $0.623$, matching the column. The high-energy part arises mostly within a quarter of a bohr. ``Near the nucleus'' means the inner part of the 1s shell, not a vanishingly small region. The computed $W=45.50$ and $2\pi Z\rho(0)=45.33$ differ by $0.4\%$ of the latter, a sign of the truncation of the computed states, since the two would be equal for exact ones. The error lies in the density at the nucleus: the computed $\rho(0)=3.607$ rises to $3.621$ when converged, which gives $2\pi Z\rho(0)=45.50$.

\subsection*{Two contrasts}

Suppose screening were described by a hydrogenic atom of reduced charge. Minimizing the energy $\zeta^2-2Z\zeta+\tfrac58\zeta$ of two electrons in $e^{-\zeta r}$ orbitals gives $\zeta=Z-\tfrac5{16}=1.6875$. This charge would yield
\begin{equation}
2.98413+2\ln1.6875=4.031,
\end{equation}
which is $0.34$ too low. The reduced charge gives a rough account of the size of the atom, but it also weakens the cusp and the tail, where the bare nucleus acts.

The second contrast keeps the bare charge and changes the shape. Hydrogenic 2S has a logarithm lower than that of 1S by about $0.17$ at the same $Z$, despite the same normalized tail. The argument from the nucleus therefore selects $\ln Z^2$ over a screened logarithm, and the resemblance of helium's density near the nucleus to that of 1s makes the 1S constant the natural one to compare with. Inside $0.5$ bohr the share (\ref{radial}) is $0.850$ for helium, against $1-e^{-2}=0.865$ for 1S and $0.908$ for 2S of He$^+$. The last digits of the agreement still rest on the cancellation found above. The remaining numerical checks are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
nuclear charge Z = 2
hydrogen 1S ln(k0/Ry), closed-form strengths = 2.98413
ln Z^2 = 1.38629
He+ 1S ln(k0/Ry) = hydrogen + ln Z^2 = 4.37042
He+ 1S ln(k0/Ry), orbital basis, force form = 4.37035
  same with 4 fewer p exponents = 4.36941
  momentum form, all p exponents = 5.47617
He, pairs to l=0: E = -2.87885 Ha, ln(k0/Ry) = 4.30307
He, pairs to l=1: E = -2.90029 Ha, ln(k0/Ry) = 4.37361
He, pairs to l=2: E = -2.90255 Ha, ln(k0/Ry) = 4.37105
He, pairs to l=3: E = -2.90310 Ha, ln(k0/Ry) = 4.37057
He, pairs to l=4: E = -2.90329 Ha, ln(k0/Ry) = 4.37039
He, pairs to l=5: E = -2.90337 Ha, ln(k0/Ry) = 4.37033
He minus He+ in ln k0 = -0.00010
  positive part = 0.00607, negative part = -0.00616
He k0 = 39.53 Ha = 1076 eV
He ionization energy = 0.9034 Ha
k0 / ionization energy = 43.8
length 1/sqrt(2 k0) = 0.112 bohr
virial ratio <T>/(-E) = 0.99994
oscillator-strength sum: momentum form = 1.9980, force form = 1.9988
He density at nucleus = 3.6069 bohr^-3
weight sum = 45.496 a.u., 2 pi Z rho(0) = 45.325 a.u.
force-gradient closure sum / weight sum = 0.9948
He weight share below ionization threshold = 0.0091
He+ weight share of bound states = 0.0677
He+ median weighted excitation = 23.96 Ha
He+ weight share above 20 Ha = 0.5308
smoothed share above k: k (Ha), He, He+, tail law
  0.9034  0.91169  0.91379  5.95170
  10  0.64851  0.64694  1.78885
  39.53  0.45631  0.45469  0.89968
  1000  0.14146  0.14126  0.17889
  1e+04  0.05112  0.05110  0.05657
  1e+06  0.00556  0.00556  0.00566
share from r<R: R (bohr), sum, density formula, low part, high part
  0.10  0.3272  0.3245  0.1184  0.5760
  0.25  0.6229  0.6212  0.4123  0.8739
  0.50  0.8500  0.8496  0.7414  0.9795
  1.00  0.9728  0.9726  0.9508  0.9990
screened charge Z-5/16 = 1.6875, its hydrogenic ln(k0/Ry) = 4.0306
hydrogenic 2S minus 1S in ln k0 (same Z) = -0.1714
\end{verbatim}
